**Cahill minimum conductivity: the quadratic limit and its competitors**

The program tests the law $\kappa=\zeta(3)k_B^3T^2/(\pi\hbar^2)\sum_i1/v_i$, where $\kappa$ is the minimum thermal conductivity, $T$ the temperature and $v_i$ the sound speed of branch $i$, for $T$ far below every Debye temperature $\Theta_i$. It asserts that an explicit sum over a three-dimensional lattice of wavevectors agrees with the Cahill formula; the largest deviation printed is 0.0061%. Further assertions cover the limit integral, the series and bound for its remainder, the independence of atomic density at low temperature, the local exponent and the high-temperature plateau. The program also asserts that a free path proportional to $\omega^{-s}$ gives $T^{3-s}$ for $s=0,1,2$, and that resonant scattering by tunnelling states gives $T^2$ as well. For rough silica parameters the output shows a coefficient of $6.27\times10^{-5}$ W/(m K³), and a resonant conductivity about 460 times the minimum at 1 K. The leading correction from a sine dispersion is asserted against quadrature. The effects of a capped free path and of excess soft modes are printed as estimates, without an assertion of their own.

## Program and output

```python
"""Cahill minimum thermal conductivity at low temperature.

Result under test: for T far below every Debye temperature,
    kappa = zeta(3) kB^3 T^2 / (pi hbar^2) * sum_i 1/v_i,
without tunnelling states and independent of the atomic density n.
Symbols: v_i = sound speed of branch i, Theta_i = Debye temperature,
x = hbar omega/(kB T), X = Theta/T, J(X) = int_0^X x^3 e^x/(e^x-1)^2 dx,
C = dimensionless coupling of sound to tunnelling states.
SI units inside, except free paths, which are in nm.
"""
import numpy as np
from scipy.constants import k as kB, hbar
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import zeta

X_MAX = 80.0                       # thermal weight beyond this is below 1e-28
J_INF = 6 * zeta(3)


def integrate(f, a, b):
    return quad(f, a, b, epsabs=1e-12, epsrel=1e-11, limit=400)[0]


def mode_heat(x):
    """Heat capacity of one mode divided by kB."""
    return (0.5 * x / np.sinh(0.5 * x))**2


def J(X):
    return integrate(lambda x: x * mode_heat(x), 0, min(X, X_MAX))


def debye(v, n):
    return hbar * v / kB * (6 * np.pi**2 * n)**(1 / 3)


def branch_terms(T, n, speeds):
    pref = (np.pi / 6)**(1 / 3) * kB * n**(2 / 3)
    return np.array([pref * v * (T / debye(v, n))**2 * J(debye(v, n) / T)
                     for v in speeds])


def cahill(T, n, speeds):
    return branch_terms(T, n, speeds).sum()


def quadratic_law(T, speeds):
    return zeta(3) * kB**3 * T**2 / (np.pi * hbar**2) * sum(1 / v for v in speeds)


def slope(f, T, d=1e-3):
    return np.log(f(T * (1 + d)) / f(T * (1 - d))) / np.log((1 + d) / (1 - d))


def exponent_formula(T, n, speeds):
    terms = branch_terms(T, n, speeds)
    loss = []
    for v in speeds:
        X = debye(v, n) / T
        loss.append(X**2 * mode_heat(X) / J(X) if X < X_MAX else 0.0)
    return 2 - np.dot(terms / terms.sum(), loss)


def kinetic(T, n, speeds, path_nm):
    """Isotropic kinetic integral for a given free path path_nm(x, v, T)."""
    total = 0.0
    for v in speeds:
        top = min(debye(v, n) / T, X_MAX)
        val = integrate(lambda x: x**2 * mode_heat(x) * path_nm(x, v, T), 0, top)
        total += kB / (6 * np.pi**2 * v**2) * (kB * T / hbar)**3 * val * 1e-9
    return total


def lattice_sum(T, n, v, m=120):
    """Sum of c v_z^2 tau over a cubic grid of wavevectors; also mode density."""
    q_debye = (6 * np.pi**2 * n)**(1 / 3)
    h = q_debye / m
    a = (np.arange(m) + 0.5) * h
    q2 = a[:, None, None]**2 + a[None, :, None]**2 + a[None, None, :]**2
    inside = q2 <= q_debye**2
    qz2 = np.broadcast_to(a[None, None, :]**2, q2.shape)[inside]
    q2 = q2[inside]
    omega = v * np.sqrt(q2)
    heat = kB * mode_heat(hbar * omega / (kB * T))
    cell = 8 * h**3 / (2 * np.pi)**3          # eight equivalent octants
    kappa = cell * np.sum(heat * v**2 * qz2 / q2 * np.pi / omega)
    return kappa, cell * q2.size


# Rough typical values for silica glass
n = 66e27
vt, vl = 3800.0, 6000.0
speeds = [vt, vt, vl]
theta_t, theta_l = debye(vt, n), debye(vl, n)

# Definition (lattice of wavevectors) against the Cahill formula
lattice_dev = []
for ratio in (2.0, 5.0, 10.0):
    T = theta_t / ratio
    direct, density = lattice_sum(T, n, vt)
    lattice_dev.append(abs(direct / cahill(T, n, [vt]) - 1))
    assert lattice_dev[-1] < 3e-3             # grid and ragged sphere surface
    assert abs(density / n - 1) < 3e-3

# Limit integral and quadratic law
assert abs(J(X_MAX) / J_INF - 1) < 1e-9
assert abs(cahill(4.0, n, speeds) / quadratic_law(4.0, speeds) - 1) < 1e-8
assert abs(cahill(4.0, n / 2, speeds) / cahill(4.0, n, speeds) - 1) < 1e-8

# Exponentially small remainder: series and bound against quadrature
for X in (1.0, 3.0, 8.0, 15.0, 25.0):
    tail = quad(lambda x: x * mode_heat(x), X, X + 80,
                epsabs=0, epsrel=1e-9, limit=400)[0]
    m = np.arange(1, 61)
    series = np.sum(np.exp(-m * X) * (X**3 + 3 * X**2 / m + 6 * X / m**2 + 6 / m**3))
    bound = (X**3 + 3 * X**2 + 6 * X + 6) / np.expm1(X)
    assert abs(series / tail - 1) < 1e-7
    assert tail <= bound
X_one = brentq(lambda X: 1 - J(X) / J_INF - 0.01, 3, 30)

# Local exponent: finite difference against formula
for T in (10.0, 30.0, 100.0, 300.0):
    numeric = slope(lambda t: cahill(t, n, speeds), T)
    assert abs(numeric - exponent_formula(T, n, speeds)) < 1e-5
    assert 0 < exponent_formula(T, n, speeds) <= 2

# Widely separated branches: T between the Debye temperatures
split = [100.0, 100.0, 10000.0]
T_split = 5 * debye(100.0, n)
split_exponent = slope(lambda t: cahill(t, n, split), T_split)
assert split_exponent < 1.5

# High-temperature plateau
plateau = 0.5 * (np.pi / 6)**(1 / 3) * kB * n**(2 / 3) * sum(speeds)
assert abs(cahill(50 * theta_l, n, speeds) / plateau - 1) < 1e-4

# Free path proportional to omega^(-s) gives T^(3-s)
path_exponents = []
for s in (0, 1, 2):
    def reduced(t, s=s):                      # frequency and t in Debye units
        return integrate(lambda w: w**(2 - s) * mode_heat(w / t), 0, 1)
    path_exponents.append(slope(reduced, 1 / 40))
    assert abs(path_exponents[-1] - (3 - s)) < 1e-4


# Free paths in nm
def omega_of(x, T):
    return x * kB * T / hbar


def half_wave(x, v, T):
    return 1e9 * np.pi * v / omega_of(x, T)


C = 3e-4                                      # rough value for silica glass
cap = 1000.0                                  # nm, film-like limit on the path


def resonant(x, v, T):
    return 1e9 * v / (np.pi * C * omega_of(x, T) * np.tanh(x / 2))


def capped(path):
    return lambda x, v, T: 1 / (1 / path(x, v, T) + 1 / cap)


k_min = kinetic(1.0, n, speeds, half_wave)
k_tls = kinetic(1.0, n, speeds, resonant)
k_min_cap = kinetic(1.0, n, speeds, capped(half_wave))
k_tls_cap = kinetic(1.0, n, speeds, capped(resonant))
assert abs(k_min / cahill(1.0, n, speeds) - 1) < 1e-8
coth_integral = integrate(lambda x: x * mode_heat(x) / np.tanh(x / 2), 0, X_MAX)
assert abs(coth_integral / np.pi**2 - 1) < 1e-8
assert abs(k_tls / k_min * J_INF * C - 1) < 1e-7
tls_exponent = slope(lambda t: kinetic(t, n, speeds, resonant), 1.0)
assert abs(tls_exponent - 2) < 1e-5
x_peak = minimize_scalar(lambda x: -x * mode_heat(x), bounds=(0.5, 8),
                         method="bounded").x


# Sine dispersion, lifetime still half a period
def dispersion_shift(T, theta):
    scale = np.pi * T / (2 * theta)

    def change(x):
        s = min(scale * x, 1.0)
        return x * mode_heat(x) * (np.arcsin(s)**2 * np.sqrt(1 - s * s) / s**2 - 1)
    return integrate(change, 0, min(1 / scale, X_MAX)) / J_INF


leading = -5 * np.pi**2 / 6 * zeta(5) / zeta(3) / 300**2
assert abs(dispersion_shift(1.0, 300.0) / leading - 1) < 0.01

# Rough excess of soft modes over the Debye density of states
peak_THz, excess, log_width = 1.0, 4.0, 0.5


def soft_mode_gain(T):
    x0 = 2 * np.pi * hbar * peak_THz * 1e12 / (kB * T)
    f = lambda x: (x * mode_heat(x) * excess
                   * np.exp(-np.log(x / x0)**2 / (2 * log_width**2)))
    return integrate(f, 0, X_MAX) / J_INF


print("INPUTS (rough values for silica glass)")
print(f"atomic density             {n*1e-27:.1f} nm^-3")
print(f"transverse speed           {vt/1e3:.2f} km/s")
print(f"longitudinal speed         {vl/1e3:.2f} km/s")
print("RESULTS")
print(f"transverse Debye temp.     {theta_t:.1f} K")
print(f"longitudinal Debye temp.   {theta_l:.1f} K")
print(f"6 zeta(3)                  {J_INF:.5f}")
print(f"sum of 1/v                 {sum(1/v for v in speeds):.4e} s/m")
print(f"coefficient of T^2         {quadratic_law(1, speeds):.4e} W/(m K^3)")
print(f"high-T plateau             {plateau:.4f} W/(m K)")
print(f"1% deficit of J at Theta/T {X_one:.3f}")
print(f"  transverse branch: T     {theta_t/X_one:.1f} K")
print("T (K) | full, T^2 law (W/(m K)) | full/law | exponent")
for T in (1.0, 4.0, 10.0, 30.0, 50.0, 100.0, 300.0):
    full, law = cahill(T, n, speeds), quadratic_law(T, speeds)
    print(f"{T:5.0f} | {full:.4e}, {law:.4e} | {full/law:.5f} | "
          f"{exponent_formula(T, n, speeds):.4f}")
print("CHECK VALUES")
print(f"largest lattice-sum error  {100*max(lattice_dev):.4f} %")
print("exponents for s = 0, 1, 2  " + ", ".join(f"{p:.4f}" for p in path_exponents))
print(f"split branches: speeds     {split[0]/1e3:.1f}, {split[2]/1e3:.1f} km/s")
print(f"  T / lower Debye temp.    {T_split/debye(split[0], n):.1f}")
print(f"  T / upper Debye temp.    {T_split/debye(split[2], n):.3f}")
print(f"  exponent there           {split_exponent:.3f}")
print("NEGLECTED EFFECTS")
print(f"tunnelling coupling C      {C:.1e}")
print(f"peak of heat integrand x   {x_peak:.3f}")
print(f"half wavelength, 1 K, tr.  {half_wave(x_peak, vt, 1.0):.1f} nm")
print(f"resonant path, 1 K, tr.    {resonant(x_peak, vt, 1.0)/1e3:.2f} um")
print(f"minimum kappa, 1 K         {k_min:.4e} W/(m K)")
print(f"resonant kappa, 1 K        {k_tls:.4e} W/(m K)")
print(f"ratio resonant/minimum     {k_tls/k_min:.1f}")
print(f"exponent, resonant, 1 K    {tls_exponent:.4f}")
print(f"cap on free path           {cap:.0f} nm")
print(f"capped minimum, 1 K        {k_min_cap:.4e} W/(m K)")
print(f"  change                   {100*(k_min_cap/k_min-1):.2f} %")
print(f"capped resonant, 1 K       {k_tls_cap:.4e} W/(m K)")
print(f"  ratio to capped minimum  {k_tls_cap/k_min_cap:.1f}")
print(f"sine dispersion, 10 K, tr. {100*dispersion_shift(10.0, theta_t):.3f} %")
print(f"soft modes: peak           {peak_THz:.1f} THz")
print(f"  excess/Debye, log width  {excess:.1f}, {log_width:.1f}")
print(f"  change at 1 K            {100*soft_mode_gain(1.0):.4f} %")
print(f"  change at 10 K           {100*soft_mode_gain(10.0):.0f} %")
print("every check passed")
```

Running it gives:

```
INPUTS (rough values for silica glass)
atomic density             66.0 nm^-3
transverse speed           3.80 km/s
longitudinal speed         6.00 km/s
RESULTS
transverse Debye temp.     457.2 K
longitudinal Debye temp.   721.9 K
6 zeta(3)                  7.21234
sum of 1/v                 6.9298e-04 s/m
coefficient of T^2         6.2747e-05 W/(m K^3)
high-T plateau             1.2358 W/(m K)
1% deficit of J at Theta/T 9.793
  transverse branch: T     46.7 K
T (K) | full, T^2 law (W/(m K)) | full/law | exponent
    1 | 6.2747e-05, 6.2747e-05 | 1.00000 | 2.0000
    4 | 1.0040e-03, 1.0040e-03 | 1.00000 | 2.0000
   10 | 6.2747e-03, 6.2747e-03 | 1.00000 | 2.0000
   30 | 5.6466e-02, 5.6473e-02 | 0.99989 | 1.9986
   50 | 1.5496e-01, 1.5687e-01 | 0.98782 | 1.9196
  100 | 4.8664e-01, 6.2747e-01 | 0.77556 | 1.2882
  300 | 1.0639e+00, 5.6473e+00 | 0.18839 | 0.2801
CHECK VALUES
largest lattice-sum error  0.0061 %
exponents for s = 0, 1, 2  3.0000, 2.0000, 1.0000
split branches: speeds     0.1, 10.0 km/s
  T / lower Debye temp.    5.0
  T / upper Debye temp.    0.050
  exponent there           1.288
NEGLECTED EFFECTS
tunnelling coupling C      3.0e-04
peak of heat integrand x   2.576
half wavelength, 1 K, tr.  35.4 nm
resonant path, 1 K, tr.    13.93 um
minimum kappa, 1 K         6.2747e-05 W/(m K)
resonant kappa, 1 K        2.9000e-02 W/(m K)
ratio resonant/minimum     462.2
exponent, resonant, 1 K    2.0000
cap on free path           1000 nm
capped minimum, 1 K        6.0093e-05 W/(m K)
  change                   -4.23 %
capped resonant, 1 K       1.9893e-03 W/(m K)
  ratio to capped minimum  33.1
sine dispersion, 10 K, tr. -0.351 %
soft modes: peak           1.0 THz
  excess/Debye, log width  4.0, 0.5
  change at 1 K            0.1228 %
  change at 10 K           230 %
every check passed
```
